# Are the Vibrations of Amorphous Silicon Mostly Localised?: verification in Python

```python
"""Are most vibrations of a tetrahedral glass (model of amorphous silicon) localised?
Result under test: the participation number P = 1/sum_i |e_i|^4 of most modes grows
in proportion to the number of atoms N (extended modes); only a small share at the
top of the spectrum has P independent of N (localised modes).
Model: fourfold network with Keating forces; bond length d = 1, stretching constant
alpha = 1, mass m = 1, angle constant beta = 0.3; frequency unit sqrt(alpha/m).
tau = d ln P / d ln N at fixed rank in the spectrum; xi = localisation length."""
import numpy as np
from scipy import sparse
from scipy.ndimage import uniform_filter1d
from scipy.optimize import minimize
from scipy.spatial import cKDTree

ALPHA, BETA = 1.0, 0.3
CELL = 4 / np.sqrt(3)                      # cubic lattice constant for d = 1
EYE4 = np.eye(4)
TARGET = EYE4 - (1 - EYE4) / 3             # ideal scalar products of bond vectors
WEIGHT = 3 / 16 * (ALPHA * EYE4 + BETA * (1 - EYE4))


def diamond_positions(cells):
    fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    basis = np.vstack([fcc, fcc + 0.25])
    corners = np.indices((cells,) * 3).reshape(3, -1).T
    return CELL * (corners[:, None, :] + basis).reshape(-1, 3)


def diamond_network(cells):
    pos = diamond_positions(cells)
    box = cells * CELL
    _, near = cKDTree(pos, boxsize=box).query(pos, k=5)
    nbrs = [set(int(j) for j in row if j != i) for i, row in enumerate(near)]
    return pos, box, nbrs


def connect(pos, box, nbrs, boundary_sign=1.0):
    """Incidence matrix (displacements -> bond vectors) and periodic offsets."""
    n = len(pos)
    partner = np.array([sorted(s) for s in nbrs]).ravel()
    centre = np.repeat(np.arange(n), 4)
    images = -np.round((pos[partner] - pos[centre]) / box)
    sign = np.where(images[:, 0] % 2 == 0, 1.0, boundary_sign)
    rows = np.arange(4 * n)
    inc = sparse.csr_matrix(
        (np.concatenate([sign, -np.ones(4 * n)]),
         (np.concatenate([rows, rows]), np.concatenate([partner, centre]))),
        shape=(4 * n, n))
    return inc, box * images


def bond_vectors(pos, inc, offset):
    return (inc @ pos + offset).reshape(-1, 4, 3)


def energy_gradient(flat, inc, inc_t, offset):
    r = bond_vectors(flat.reshape(-1, 3), inc, offset)
    dev = r @ r.transpose(0, 2, 1) - TARGET
    wdev = WEIGHT * dev
    force = 4 * (wdev @ r)
    return np.sum(wdev * dev), (inc_t @ force.reshape(-1, 3)).ravel()


def relax(pos, box, nbrs, steps):
    inc, offset = connect(pos, box, nbrs)
    args = (inc, inc.T.tocsr(), offset)
    res = minimize(energy_gradient, pos.ravel(), args=args, jac=True,
                   method="L-BFGS-B",
                   options=dict(maxiter=steps, maxfun=2 * steps, ftol=0.0,
                                gtol=1e-5, maxcor=20))
    slope = np.abs(energy_gradient(res.x, *args)[1]).max()
    return res.x.reshape(-1, 3), slope


def hessian(pos, box, nbrs, boundary_sign=1.0):
    inc, offset = connect(pos, box, nbrs)
    r = bond_vectors(pos, inc, offset)
    n = len(pos)
    wdev = WEIGHT * (r @ r.transpose(0, 2, 1) - TARGET)
    block = 4 * np.einsum("iab,mn->iambn", wdev, np.eye(3))
    block += 4 * np.einsum("ab,ibm,ian->iambn", WEIGHT, r, r)
    own = 4 * np.einsum("ac,icm,icn->iamn", WEIGHT, r, r)
    for a in range(4):
        block[:, a, :, a, :] += own[:, a]
    local = sparse.bsr_matrix((block.reshape(n, 12, 12), np.arange(n),
                               np.arange(n + 1)), shape=(12 * n, 12 * n)).tocsr()
    inc_b, _ = connect(pos, box, nbrs, boundary_sign)
    full = sparse.kron(inc_b, sparse.eye(3), format="csr")
    h = (full.T @ local @ full).toarray()
    return 0.5 * (h + h.T)


def has_short_ring(nbrs, u, v):
    """Is the bond u-v part of a ring of three or four atoms?"""
    others = nbrs[v] - {u}
    return any(p in others or nbrs[p] & others for p in nbrs[u] - {v})


def swap(nbrs, a, b, c, d):
    """Replace bonds a-b and c-d by a-c and b-d."""
    for u, v in ((a, b), (c, d)):
        nbrs[u].remove(v)
        nbrs[v].remove(u)
    for u, v in ((a, c), (b, d)):
        nbrs[u].add(v)
        nbrs[v].add(u)


def switch_bonds(pos, box, nbrs, count, rng):
    def vector(i, j):
        step = pos[j] - pos[i]
        return step - box * np.round(step / box)

    done = 0
    while done < count:
        b = int(rng.integers(len(pos)))
        c = sorted(nbrs[b])[rng.integers(4)]
        a = sorted(nbrs[b] - {c})[rng.integers(3)]
        d = min(sorted(nbrs[c] - {b}), key=lambda j: vector(b, a) @ vector(c, j))
        if a == d or c in nbrs[a] or d in nbrs[b]:
            continue
        if max(np.linalg.norm(vector(a, c)), np.linalg.norm(vector(b, d))) > 2:
            continue
        swap(nbrs, a, b, c, d)
        if has_short_ring(nbrs, a, c) or has_short_ring(nbrs, b, d):
            swap(nbrs, a, c, b, d)         # undo
            continue
        done += 1


def make_network(cells, density, seed):
    rng = np.random.default_rng(seed)
    pos, box, nbrs = diamond_network(cells)
    total = round(density * len(pos))
    for part in np.array_split(np.arange(total), 4):
        switch_bonds(pos, box, nbrs, len(part), rng)
        pos, _ = relax(pos, box, nbrs, 80)
    pos, slope = relax(pos, box, nbrs, 4000)
    assert slope < 1e-3, "network not relaxed"
    assert all(len(s) == 4 for s in nbrs)
    return pos, box, nbrs


def participation(vectors):
    n = vectors.shape[0] // 3
    weight = (vectors ** 2).reshape(n, 3, -1).sum(axis=1)
    return weight.sum(axis=0) ** 2 / (weight ** 2).sum(axis=0)


def solve_modes(network):
    lam, vec = np.linalg.eigh(hessian(*network))
    assert np.abs(lam[:3]).max() < 1e-8 and lam[3] > 1e-6, "unstable network"
    return lam[3:], participation(vec)[3:]


def scaling_profile(samples, bins):
    """Mean ln P per size and rank bin (rank 0 = top), and the exponent tau."""
    sizes = sorted(samples)
    means = []
    for n in sizes:
        where, values = [], []
        for number in samples[n]:
            m = len(number)
            where.append(((np.arange(m) + 0.5) / m * bins).astype(int))
            values.append(np.log(number[::-1]))
        where, values = np.concatenate(where), np.concatenate(values)
        means.append(np.bincount(where, values, bins) / np.bincount(where, minlength=bins))
    means = np.array(means)
    return means, np.polyfit(np.log(sizes), means, 1)[0]


def structure_numbers(network):
    pos, box, nbrs = network
    r = bond_vectors(pos, *connect(pos, box, nbrs))
    length = np.linalg.norm(r, axis=2)
    unit = r / length[:, :, None]
    up = np.triu_indices(4, 1)
    cosine = (unit @ unit.transpose(0, 2, 1))[:, up[0], up[1]]
    angle = np.degrees(np.arccos(np.clip(cosine, -1, 1)))
    return length.std(), angle.std(), bragg(pos)


def bragg(pos):
    g = 2 * np.pi / CELL * np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])
    return np.mean(np.abs(np.exp(1j * pos @ g.T).mean(axis=0)) ** 2)


# Crystal: optical mode at zero wavevector against the closed formula
crystal = diamond_network(2)
crystal_lam = np.linalg.eigvalsh(hessian(*crystal))
optical = 8 * (ALPHA + BETA)
assert np.sum(np.abs(crystal_lam - optical) < 1e-8) >= 3
crystal_bragg = bragg(crystal[0])

# Random extended vector field: participation ratio 3/5
rng = np.random.default_rng(5)
random_ratio = participation(rng.normal(size=(3000, 200))).mean() / 1000
assert abs(random_ratio - 3 / 5) < 0.01

# Exponential envelope: explicit lattice sum against 8 pi n xi^3
density_atoms = 8 / CELL ** 3
lattice = diamond_positions(18)
distance = np.linalg.norm(lattice - 9 * CELL - np.array([0.3, 0.1, 0.2]), axis=1)
xi_test = 4.0
envelope = np.exp(-2 * distance / xi_test)
sum_number = envelope.sum() ** 2 / (envelope ** 2).sum()
formula_number = 8 * np.pi * density_atoms * xi_test ** 3
assert abs(sum_number / formula_number - 1) < 0.03

# Main set of networks
DENSITY, STRONG = 0.2, 0.4
plan = {3: 6, 4: 2, 5: 1}                  # cells per edge: number of samples
samples, spectra, kept = {}, {}, {}
for cells, copies in plan.items():
    for copy in range(copies):
        net = make_network(cells, DENSITY, 100 * cells + copy)
        lam, number = solve_modes(net)
        samples.setdefault(len(net[0]), []).append(number)
        spectra[cells], kept[cells] = lam, net

# Gradient against energy differences, Hessian against gradient differences
pos, box, nbrs = kept[3]
inc, offset = connect(pos, box, nbrs)
args = (inc, inc.T.tocsr(), offset)
direction = rng.normal(size=pos.size)
shaken = pos.ravel() + 0.02 * rng.normal(size=pos.size)
h = 1e-5
e_plus, g_plus = energy_gradient(shaken + h * direction, *args)
e_minus, g_minus = energy_gradient(shaken - h * direction, *args)
slope = energy_gradient(shaken, *args)[1] @ direction
assert abs((e_plus - e_minus) / (2 * h) - slope) < 1e-5 * (1 + abs(slope))
curved = hessian(shaken.reshape(-1, 3), box, nbrs) @ direction
hess_error = np.abs((g_plus - g_minus) / (2 * h) - curved).max() / np.abs(curved).max()
assert hess_error < 1e-5

# Finite-size scaling
means, tau = scaling_profile(samples, 100)
share = {t: np.mean(tau < t) for t in (1 / 3, 1 / 2, 2 / 3)}
localised = share[1 / 2]
bulk_tau = tau[25:95].mean()
assert tau[0] < 0.5, "top modes should be localised"
assert 0 < localised <= 0.15, "localised share should be a small minority"
assert np.flatnonzero(tau < 0.5).max() < 20, "localised modes belong to the top"
assert bulk_tau > 0.85 and tau[25:95].min() > 0.6

# Level statistics in the bulk of the spectrum of the largest network
lam = spectra[5]
m = len(lam)
gaps = np.diff(lam[int(0.05 * m):int(0.75 * m)])
ratio = np.mean(np.minimum(gaps[1:], gaps[:-1]) / np.maximum(gaps[1:], gaps[:-1]))
surmise, poisson = 4 - 2 * np.sqrt(3), 2 * np.log(2) - 1
assert abs(ratio - surmise) < 0.03

# Sensitivity of levels to antiperiodic boundaries, in units of the local spacing
periodic = np.linalg.eigvalsh(hessian(*kept[4]))
twisted = np.linalg.eigvalsh(hessian(*kept[4], boundary_sign=-1.0))
spacing = uniform_filter1d(np.diff(periodic), 15, mode="nearest")
shift = np.abs(twisted - periodic)[1:] / spacing
m = len(shift)
shift_top = np.median(shift[-int(0.01 * m):])
shift_bulk = np.median(shift[int(0.05 * m):int(0.75 * m)])
assert shift_top < shift_bulk / 3

# Stronger topological disorder
strong = {}
for cells, copies in {3: 3, 4: 1}.items():
    for copy in range(copies):
        strong_net = make_network(cells, STRONG, 900 + 10 * cells + copy)
        strong.setdefault(len(strong_net[0]), []).append(solve_modes(strong_net)[1])
_, strong_tau = scaling_profile(strong, 20)
strong_bulk = strong_tau[5:19].mean()
assert strong_bulk > 0.75 and np.mean(strong_tau < 0.5) < 0.5

print(f"alpha = {ALPHA}, beta = {BETA}, d = 1, m = 1 (natural units)")
print(f"crystal optical frequency: {np.sqrt(optical):.4f} sqrt(alpha/m)")
print(f"random vector field, participation ratio: {random_ratio:.4f}")
print(f"atomic density n: {density_atoms:.4f} per d^3")
print(f"envelope xi = {xi_test} d: P sum {sum_number:.1f}, formula {formula_number:.1f} atoms")
print(f"relative Hessian error against differences: {hess_error:.1e}")
for label, net, x in (("main", kept[5], DENSITY), ("strong", strong_net, STRONG)):
    bond, angle, peak = structure_numbers(net)
    print(f"{label} network: N = {len(net[0])}, switches per atom {x}")
    print(f"  rms bond spread {bond:.4f} d, rms angle spread {angle:.2f} degrees")
    print(f"  (111) Bragg intensity relative to crystal: {peak / crystal_bragg:.4f}")
print("samples per size:", {n: len(s) for n, s in sorted(samples.items())})
print("rank from top (%) | P at N = 216, 512, 1000 (atoms) | tau")
windows = [(k, k + 1) for k in range(12)]
windows += [(12, 25), (25, 50), (50, 75), (75, 95), (95, 100)]
for lo, hi in windows:
    p_mean = np.exp(means[:, lo:hi].mean(axis=1))
    print(f"{lo:3d}-{hi:3d} | " + " ".join(f"{p:7.1f}" for p in p_mean)
          + f" | {tau[lo:hi].mean():6.3f}")
for t, value in share.items():
    print(f"share of modes with tau < {t:.3f}: {100 * value:.0f} %")
print(f"mean tau, ranks 25-95 %: {bulk_tau:.3f}; smallest {tau[25:95].min():.3f}")
p_bulk = np.exp(means[-1, 25:95].mean()) / 1000
print(f"participation ratio, ranks 25-95 %, N = 1000: {p_bulk:.3f}")
edge = np.sqrt(np.quantile(lam, 1 - localised))
print(f"frequency at the tau = 1/2 share, N = 1000: {edge:.3f} sqrt(alpha/m)")
print(f"highest frequency, N = 1000: {np.sqrt(lam[-1]):.3f} sqrt(alpha/m)")
xi_top = (np.exp(means[-1, 0]) / (8 * np.pi * density_atoms)) ** (1 / 3)
print(f"xi of top 1 % from P: {xi_top:.3f} d; box edge, N = 1000: {kept[5][1]:.3f} d")
print(f"spacing ratio, ranks 25-95 %: {ratio:.4f}")
print(f"  random-matrix surmise {surmise:.4f}, uncorrelated levels {poisson:.4f}")
print(f"boundary shift / spacing, N = 512: top 1 % {shift_top:.5f}, ranks 25-95 % {shift_bulk:.4f}")
print(f"strong disorder: mean tau, ranks 25-95 %: {strong_bulk:.3f}")
print(f"strong disorder: top 5 % tau {strong_tau[0]:.3f}, next 5 % {strong_tau[1]:.3f}")
print(f"strong disorder: share of 5 % bins with tau < 1/2: {100 * np.mean(strong_tau < 0.5):.0f} %")
print("done: every assertion held")
```

Running it gives:

```
alpha = 1.0, beta = 0.3, d = 1, m = 1 (natural units)
crystal optical frequency: 3.2249 sqrt(alpha/m)
random vector field, participation ratio: 0.6007
atomic density n: 0.6495 per d^3
envelope xi = 4.0 d: P sum 1039.4, formula 1044.7 atoms
relative Hessian error against differences: 2.7e-09
main network: N = 1000, switches per atom 0.2
  rms bond spread 0.0534 d, rms angle spread 15.44 degrees
  (111) Bragg intensity relative to crystal: 0.2711
strong network: N = 512, switches per atom 0.4
  rms bond spread 0.0877 d, rms angle spread 20.89 degrees
  (111) Bragg intensity relative to crystal: 0.0849
samples per size: {216: 6, 512: 2, 1000: 1}
rank from top (%) | P at N = 216, 512, 1000 (atoms) | tau
  0-  1 |     7.2     5.6     8.1 |  0.057
  1-  2 |    13.5    18.3    25.0 |  0.399
  2-  3 |    18.3    33.8    42.4 |  0.557
  3-  4 |    29.4    47.7    81.6 |  0.662
  4-  5 |    37.4    65.9   113.2 |  0.719
  5-  6 |    42.6    80.9   151.0 |  0.822
  6-  7 |    48.1   101.3   173.5 |  0.839
  7-  8 |    53.2   102.1   202.4 |  0.867
  8-  9 |    54.8   100.5   224.7 |  0.911
  9- 10 |    59.8   131.0   260.3 |  0.957
 10- 11 |    65.9   141.8   272.5 |  0.924
 11- 12 |    66.3   135.6   265.8 |  0.903
 12- 25 |    80.8   178.5   338.4 |  0.934
 25- 50 |   101.1   234.3   444.7 |  0.967
 50- 75 |   118.7   275.3   527.1 |  0.973
 75- 95 |   119.7   274.3   531.5 |  0.972
 95-100 |   120.4   275.9   508.4 |  0.941
share of modes with tau < 0.333: 1 %
share of modes with tau < 0.500: 2 %
share of modes with tau < 0.667: 4 %
mean tau, ranks 25-95 %: 0.971; smallest 0.907
participation ratio, ranks 25-95 %, N = 1000: 0.497
frequency at the tau = 1/2 share, N = 1000: 3.798 sqrt(alpha/m)
highest frequency, N = 1000: 4.354 sqrt(alpha/m)
xi of top 1 % from P: 0.791 d; box edge, N = 1000: 11.547 d
spacing ratio, ranks 25-95 %: 0.5347
  random-matrix surmise 0.5359, uncorrelated levels 0.3863
boundary shift / spacing, N = 512: top 1 % 0.00125, ranks 25-95 % 0.6696
strong disorder: mean tau, ranks 25-95 %: 0.961
strong disorder: top 5 % tau 0.487, next 5 % 0.768
strong disorder: share of 5 % bins with tau < 1/2: 5 %
done: every assertion held
```
